# Weakest-Link Scaling of Weibull Lifetimes in Copper Interconnects: a program that tests the result

```python
# Result under test: the minimum of N independent Weibull lifetimes with
# survival exp(-(t/eta)**beta) is Weibull with the same shape beta and
# characteristic lifetime eta_N = eta * N**(-1/beta).
# eta: characteristic lifetime of one segment (h); beta: shape; N: segments.
# Example: dielectric breakdown between copper lines, rough typical values.
import numpy as np
from scipy import constants, integrate, optimize, special, stats

rng = np.random.default_rng(24681)
eta, beta, N = 1000.0, 1.25, 1000
segment_mm = 1.0
voltage, spacing_nm, spacing_sd_nm = 9.0, 30.0, 1.0
field_acceleration = 4.0            # cm/MV, lifetime ~ exp(-acceleration*field)
temperature, temperature_rise = 398.15, 2.0   # K
activation_eV = 0.5
defect_probability, eta_defect = 1e-3, 1.0    # per segment; h
n_test = 50                         # single segments used for a fit


def fit_weibull(times):
    """Maximum-likelihood shape and log scale for each row of lifetimes."""
    logs = np.log(times)
    top = logs.max(axis=1, keepdims=True)
    x = logs - top
    low = np.full((len(x), 1), 0.05)
    high = np.full((len(x), 1), 20.0)
    for _ in range(45):
        mid = 0.5 * (low + high)
        w = np.exp(mid * x)
        score = ((x * w).sum(axis=1, keepdims=True)
                 / w.sum(axis=1, keepdims=True)
                 - x.mean(axis=1, keepdims=True) - 1 / mid)
        high = np.where(score > 0, mid, high)
        low = np.where(score > 0, low, mid)
    shape = 0.5 * (low + high)
    log_scale = top + np.log(np.exp(shape * x).mean(axis=1,
                                                   keepdims=True)) / shape
    return shape[:, 0], log_scale[:, 0]


# Predictions of the theorem
reduction = N ** (-1 / beta)
eta_N = eta * reduction
median_1 = eta * np.log(2) ** (1 / beta)
median_N = eta_N * np.log(2) ** (1 / beta)
mean_N = eta_N * special.gamma(1 + 1 / beta)
time_early = 1.0
F1 = -np.expm1(-(time_early / eta) ** beta)
FN = 1 - (1 - F1) ** N
F1_at_eta_N = -np.expm1(-(eta_N / eta) ** beta)

# Direct simulation: draw every segment, then take the minimum
minima, defect_minima = [], []
for _ in range(20):
    life = eta * rng.weibull(beta, size=(1000, N))
    minima.append(life.min(axis=1))
    defective = rng.random((1000, N)) < defect_probability
    life[defective] *= eta_defect / eta
    defect_minima.append(life.min(axis=1))
minima = np.concatenate(minima)
defect_minima = np.concatenate(defect_minima)
n_sim = len(minima)

ks = stats.kstest(minima, lambda t: -np.expm1(-(t / eta_N) ** beta)).statistic
assert ks < 1.95 / np.sqrt(n_sim)   # about the 0.1 percent critical value
fit_shape, fit_log_scale = fit_weibull(minima[None, :])
sim_shape, sim_eta = fit_shape[0], np.exp(fit_log_scale[0])
assert abs(sim_shape / beta - 1) < 0.025     # over four standard errors
assert abs(sim_eta / eta_N - 1) < 0.03
assert abs(minima.mean() / mean_N - 1) < 0.03
assert abs(np.median(minima) / median_N - 1) < 0.04
sim_FN = np.mean(minima <= time_early)
assert abs(sim_FN - FN) < 0.012


# Mean minimum of two segments from their joint density, in units of eta
def density(t):
    return beta * t ** (beta - 1) * np.exp(-t ** beta)


pair_integral = 2 * integrate.quad(
    lambda x: x * density(x) * integrate.quad(density, x, np.inf)[0],
    0, 30, limit=200)[0]
pair_formula = 2 ** (-1 / beta) * special.gamma(1 + 1 / beta)
assert abs(pair_integral / pair_formula - 1) < 1e-5

# Unequal scales with a common shape
scales = np.array([1.0, 2.0, 5.0])
unequal = (scales * rng.weibull(beta, size=(400000, 3))).min(axis=1)
eta_unequal = np.sum(scales ** -beta) ** (-1 / beta)
assert abs(unequal.mean() / (eta_unequal * special.gamma(1 + 1 / beta))
           - 1) < 0.008
assert abs(np.log(unequal).std() * beta * np.sqrt(6) / np.pi - 1) < 0.01

# Spacing variation converted to a spread of log lifetime
field = voltage / (spacing_nm * 1e-9) / 1e8    # MV/cm
log_sd = field_acceleration * field * spacing_sd_nm / spacing_nm
field_narrow = voltage / ((spacing_nm - spacing_sd_nm) * 1e-9) / 1e8
assert abs(field_acceleration * (field_narrow - field) / log_sd - 1) < 0.05

# Variation shared by all segments of one structure
weibull_log_sd = np.pi / (np.sqrt(6) * beta)
total_log_sd = np.hypot(weibull_log_sd, log_sd)
shape_apparent = np.pi / (np.sqrt(6) * total_log_sd)
single_shared = (eta * rng.weibull(beta, n_sim)
                 * np.exp(log_sd * rng.standard_normal(n_sim)))
minimum_shared = minima * np.exp(log_sd * rng.standard_normal(n_sim))
assert abs(np.log(single_shared).std() / total_log_sd - 1) < 0.03
shape_two_sizes = np.log(N) / (np.log(single_shared).mean()
                               - np.log(minimum_shared).mean())
assert abs(shape_two_sizes / beta - 1) < 0.012
shared_error = N ** (-1 / shape_apparent) / reduction

# Variation from segment to segment: formula against an explicit sum
local_factor = np.exp(-beta * log_sd ** 2 / 2)
normal_grid = special.ndtri((np.arange(N) + 0.5) / N)
local_scales = eta * np.exp(log_sd * normal_grid)
local_eta_N = np.sum(local_scales ** -beta) ** (-1 / beta)
assert abs(local_eta_N / (eta_N * local_factor) - 1) < 0.01

# Temperature difference
k_eV = constants.k / constants.e
heat_factor = np.exp(activation_eV / k_eV
                     * (1 / (temperature + temperature_rise)
                        - 1 / temperature))


# Rare defective segments
def log_survival_with_defects(t):
    good = (1 - defect_probability) * np.exp(-(t / eta) ** beta)
    bad = defect_probability * np.exp(-(t / eta_defect) ** beta)
    return N * np.log(good + bad)


median_defect = optimize.brentq(
    lambda t: log_survival_with_defects(t) + np.log(2), 1e-6, 10 * eta_N)
assert abs(np.median(defect_minima) / median_defect - 1) < 0.05

# Lognormal segments with the same mean and spread of log lifetime
log_mean = np.log(eta) - np.euler_gamma / beta
quantile = -np.expm1(-np.log(2) / N)
median_lognormal = np.exp(log_mean + weibull_log_sd * special.ndtri(quantile))
log_minima = np.concatenate([
    (log_mean + weibull_log_sd * rng.standard_normal((1000, N))).min(axis=1)
    for _ in range(6)])
assert abs(np.median(log_minima) - np.log(median_lognormal)) < 0.03
lognormal_skew = stats.skew(log_minima)
assert lognormal_skew < -0.3        # a lognormal minimum would give zero

# Sampling error of the extrapolated characteristic lifetime
se_log = np.sqrt((1 + 6 / np.pi ** 2
                  * (1 - np.euler_gamma + np.log(N)) ** 2)
                 / n_test) / beta
shapes, log_scales = fit_weibull(eta * rng.weibull(beta, size=(6000, n_test)))
se_sim = np.std(log_scales - np.log(N) / shapes)
assert abs(se_sim / se_log - 1) < 0.08   # large-sample formula at finite n

print(f"segment length: {segment_mm:.1f} mm")
print(f"segments N: {N}")
print(f"long comb facing length: {N * segment_mm:.0f} mm")
print(f"segment characteristic lifetime: {eta:.0f} h")
print(f"shape beta: {beta:.2f}")
print(f"reduction N^(-1/beta): {reduction:.6f}")
print(f"long-comb characteristic lifetime: {eta_N:.3f} h")
print(f"same, converted: {eta_N * 60:.1f} min")
print(f"segment median: {median_1:.1f} h")
print(f"long-comb median: {median_N:.3f} h")
print(f"long-comb mean: {mean_N:.3f} h")
print(f"early time: {time_early:.1f} h")
print(f"segment fraction failed then: {F1:.4e}")
print(f"long-comb fraction failed then: {FN:.4f}")
print(f"simulated long-comb fraction: {sim_FN:.4f}")
print(f"segment fraction failed at eta_N: {F1_at_eta_N:.4e}")
print(f"simulated long combs: {n_sim}")
print(f"shape fitted to simulated minima: {sim_shape:.4f}")
print(f"eta_N fitted to simulated minima: {sim_eta:.3f} h")
print(f"largest CDF difference, simulation: {ks:.4f}")
print(f"two-segment mean/eta, integral: {pair_integral:.6f}")
print(f"two-segment mean/eta, formula: {pair_formula:.6f}")
print(f"voltage: {voltage:.1f} V")
print(f"line spacing: {spacing_nm:.1f} nm")
print(f"spacing standard deviation: {spacing_sd_nm:.1f} nm")
print(f"field: {field:.2f} MV/cm")
print(f"field acceleration: {field_acceleration:.1f} cm/MV")
print(f"spacing-induced sd of ln lifetime: {log_sd:.3f}")
print(f"apparent shape, shared variation: {shape_apparent:.4f}")
print(f"shape from two sizes, simulated: {shape_two_sizes:.4f}")
print(f"reduction error, apparent shape: factor {shared_error:.3f}")
print(f"local spacing variation on eta_N: factor {local_factor:.3f}")
print(f"temperature: {temperature:.2f} K")
print(f"temperature rise: {temperature_rise:.1f} K")
print(f"activation energy: {activation_eV:.2f} eV")
print(f"temperature rise on eta_N: factor {heat_factor:.3f}")
print(f"defect probability per segment: {defect_probability:.1e}")
print(f"defect characteristic lifetime: {eta_defect:.1f} h")
print(f"long-comb median with defects: {median_defect:.3f} h")
print(f"defects on median: factor {median_defect / median_N:.3f}")
print(f"sd of ln lifetime, one segment: {weibull_log_sd:.4f}")
print(f"long-comb median, lognormal: {median_lognormal:.2f} h")
print(f"lognormal/Weibull median: {median_lognormal / median_N:.2f}")
print(f"skewness of ln minimum, lognormal: {lognormal_skew:.2f}")
print(f"test structures in fit: {n_test}")
print(f"standard error of ln eta_N: {se_log:.3f}")
print(f"same, simulated fits: {se_sim:.3f}")
print(f"one-standard-error factor: {np.exp(se_log):.2f}")
print("no test failed")
```

It prints:

```
segment length: 1.0 mm
segments N: 1000
long comb facing length: 1000 mm
segment characteristic lifetime: 1000 h
shape beta: 1.25
reduction N^(-1/beta): 0.003981
long-comb characteristic lifetime: 3.981 h
same, converted: 238.9 min
segment median: 745.9 h
long-comb median: 2.969 h
long-comb mean: 3.708 h
early time: 1.0 h
segment fraction failed then: 1.7781e-04
long-comb fraction failed then: 0.1629
simulated long-comb fraction: 0.1641
segment fraction failed at eta_N: 9.9950e-04
simulated long combs: 20000
shape fitted to simulated minima: 1.2386
eta_N fitted to simulated minima: 3.972 h
largest CDF difference, simulation: 0.0092
two-segment mean/eta, integral: 0.534940
two-segment mean/eta, formula: 0.534940
voltage: 9.0 V
line spacing: 30.0 nm
spacing standard deviation: 1.0 nm
field: 3.00 MV/cm
field acceleration: 4.0 cm/MV
spacing-induced sd of ln lifetime: 0.400
apparent shape, shared variation: 1.1646
shape from two sizes, simulated: 1.2487
reduction error, apparent shape: factor 0.667
local spacing variation on eta_N: factor 0.905
temperature: 398.15 K
temperature rise: 2.0 K
activation energy: 0.50 eV
temperature rise on eta_N: factor 0.930
defect probability per segment: 1.0e-03
defect characteristic lifetime: 1.0 h
long-comb median with defects: 0.837 h
defects on median: factor 0.282
sd of ln lifetime, one segment: 1.0260
long-comb median, lognormal: 23.69 h
lognormal/Weibull median: 7.98
skewness of ln minimum, lognormal: -0.75
test structures in fit: 50
standard error of ln eta_N: 0.656
same, simulated fits: 0.659
one-standard-error factor: 1.93
no test failed
```
